**Gamma-ray thermometry with oriented 60Co in cobalt**

The program tests the axial intensity $W(0)=\langle(25-m^2)(12+m^2)\rangle/252$ and its counterpart at right angles, where $m$ is the nuclear projection on the crystal axis and the brackets are thermal means. It asserts that both follow, for each photon of the 5–4–2–0 cascade, from explicit Clebsch-Gordan coefficients and Wigner rotation matrices. It also asserts the hot limits of both intensities, the cold limit on the axis, the signs that make $W(0)$ rise strictly with temperature, and the temperature derivative against finite differences. The fractional temperature error is $1/(S\sqrt{N_0})$, with $S=|dW/d\ln T|/\sqrt W$ and $N_0$ the count expected from unoriented nuclei. Simulated Poisson counts at the best temperature, inverted to temperatures, are asserted to reproduce this error within 2.5 percent of its value. For a rough moment of 3.8 nuclear magnetons and a rough field of 22 T, the output puts the best temperature near 3.5 mK and the useful range at about 1.2 to 14 mK. With a detector cone of 15° half-angle and an equally long warm run, the best temperature moves to about 4.0 mK and the range to about 1.8 to 14 mK.

## Numerical check

```python
"""Gamma-ray thermometry with oriented 60Co nuclei in a cobalt crystal.

Result under test: for nuclear spin 5 with populations p_m ~ exp(x m),
x = splitting/(k_B T), both E2 photons of the stretched cascade 5-4-2-0 have
  W(0)  = <(25-m^2)(12+m^2)>/252,
  W(90) = (5/4) [1 - <(25-m^2)(16-m^2)>/840],
relative to unoriented nuclei. The fractional temperature error from counting
is 1/(S sqrt(N0)), S = |dW/dlnT|/sqrt(W), where N0 is the count expected from
unoriented nuclei in the same time and the warm reference is exactly known.
With a finite warm count, sqrt(W) becomes sqrt(W + r W^2), r = N0/N_warm.
Symbols: m = nuclear projection on the crystal axis, q = photon projection,
theta = angle between photon and axis. Temperatures are in mK.
"""
from math import comb
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from sympy.physics.wigner import clebsch_gordan

m = np.arange(-5, 6)
photon_q = np.arange(-2, 3)


# Direct description: Clebsch-Gordan cascade and Wigner rotation matrices.
def branching(j_initial, rank, j_final):
    table = np.zeros((2 * j_initial + 1, 2 * j_final + 1))
    for a in range(-j_initial, j_initial + 1):
        for b in range(-j_final, j_final + 1):
            if abs(a - b) <= rank:
                value = clebsch_gordan(j_final, rank, j_initial, b, a - b, a)
                table[a + j_initial, b + j_final] = float(value) ** 2
    return table


beta_step = branching(5, 1, 4)
gamma_step = branching(4, 2, 2)
raising = np.zeros((5, 5))
for i, q in enumerate(photon_q[:-1]):
    raising[i + 1, i] = np.sqrt(6 - q * (q + 1))
J_y = (raising - raising.T) / 2j


def rotation_pattern(theta):
    d = expm(-1j * theta * J_y)
    return 2.5 * (abs(d[:, 3]) ** 2 + abs(d[:, 1]) ** 2)


def direct_intensity(theta):
    """Intensity from each pure m state, for the first and second photon."""
    pattern = rotation_pattern(theta)
    first = np.zeros(9)
    for a in range(-4, 5):
        for b in range(-2, 3):
            if abs(a - b) <= 2:
                first[a + 4] += gamma_step[a + 4, b + 2] * pattern[a - b + 2]
    return beta_step @ first, beta_step @ gamma_step @ pattern


# Derived closed forms.
def pattern_from_powers(c2, c4):
    f0 = 7.5 * (c2 - c4)
    f1 = 1.25 * (1 - 3 * c2 + 4 * c4)
    f2 = 1.25 * (1 - c4)
    return np.array([f2, f1, f0, f1, f2])


draws = np.array([[comb(5 + int(k), 2 + int(q)) * comb(5 - int(k), 2 - int(q))
                   / 210 for q in photon_q] for k in m])
g_axis = (25 - m**2) * (12 + m**2) / 252
g_side = 1.25 * (1 - (25 - m**2) * (16 - m**2) / 840)

# Quadrupole far field |n x (Q n)|^2 against the polynomial patterns.
e_plus, e_z = np.array([1, 1j, 0]), np.array([0, 0, 1])
tensors = {2: np.outer(e_plus, e_plus),
           1: np.outer(e_plus, e_z) + np.outer(e_z, e_plus),
           0: np.diag([-1, -1, 2])}


def field_power(Q, c):
    n = np.array([np.sqrt(1 - c * c), 0, c])
    return np.sum(abs(np.cross(n, Q @ n)) ** 2)


nodes, node_weights = np.polynomial.legendre.leggauss(6)
for q, Q in tensors.items():
    for sign_Q, index in ((Q, q + 2), (np.conj(Q), 2 - q)):
        mean = sum(w * field_power(sign_Q, c)
                   for w, c in zip(node_weights, nodes)) / 2
        for c in (0.13, 0.58, 0.91):
            expected = pattern_from_powers(c**2, c**4)[index]
            assert abs(field_power(sign_Q, c) / mean - expected) < 1e-12

# Random-draw law against Clebsch-Gordan coefficients.
assert np.allclose(beta_step @ gamma_step, draws, atol=1e-13)

# Both photons, every pure m state, several directions.
for theta in (0.0, 0.4, 1.1, np.pi / 2):
    c = np.cos(theta)
    derived = draws @ pattern_from_powers(c**2, c**4)
    for direct in direct_intensity(theta):
        assert np.allclose(direct, derived, atol=1e-12)
direct_axis = direct_intensity(0.0)[0]
direct_side = direct_intensity(np.pi / 2)[1]
assert np.allclose(direct_axis, g_axis, atol=1e-12)
assert np.allclose(direct_side, g_side, atol=1e-12)


# Thermal averages and the logarithmic temperature derivative.
def populations(x):
    weight = np.exp(x * m - 5 * abs(x))
    return weight / weight.sum()


def thermal(x, g):
    p = populations(x)
    W = p @ g
    return W, -x * (p @ ((m - p @ m) * g))


for x in (0.3, 1.0, 2.5):
    assert abs(populations(x) @ direct_axis
               - populations(-x) @ direct_axis) < 1e-12
    h = 1e-4
    difference = (populations(x * np.exp(-h)) @ direct_axis
                  - populations(x * np.exp(h)) @ direct_axis) / (2 * h)
    assert abs(difference - thermal(x, g_axis)[1]) < 1e-6

# Hot and cold limits, using the direct cascade for the intensities.
x_hot, x_cold = 0.01, 12.0
hot_axis = (1 - populations(x_hot) @ direct_axis) / x_hot**2
hot_side = (populations(x_hot) @ direct_side - 1) / x_hot**2
assert abs(hot_axis - 13 / 7) < 2e-3
assert abs(hot_side - 13 / 14) < 2e-3
assert abs(populations(x_cold) @ direct_axis * np.exp(x_cold) - 1) < 1e-4
W_hot, slope_hot = thermal(x_hot, g_axis)
W_cold, slope_cold = thermal(x_cold, g_axis)
assert abs(slope_hot / np.sqrt(W_hot) / x_hot**2 - 26 / 7) < 5e-3
assert abs(slope_cold / np.sqrt(W_cold)
           / (x_cold * np.exp(-x_cold / 2)) - 1) < 1e-3

# Strict monotonicity: integer numerator of dW/dz with z = exp(-x).
G = np.rint(252 * direct_axis[::-1]).astype(int)
D = np.ones(11, dtype=int)
powers = np.arange(1, 11)
numerator = (np.convolve(powers * G[1:], D) - np.convolve(G, powers * D[1:]))
assert np.all(numerator[:9] > 0) and numerator[9] == 0 and numerator[19] == 0
assert np.array_equal(numerator[10:19], -numerator[:9][::-1])

# Worked example: rough input values, two figures each.
moment = 3.8
field = 22.0
magneton = constants.physical_constants["nuclear magneton"][0]
magneton_mK = 1e3 * magneton / constants.k
splitting = moment * field * magneton_mK / 5
N0 = 100000

# Detector cone: averages of cos^2 and cos^4 over its solid angle.
half_angle = 15.0
edge = np.cos(np.radians(half_angle))
mean_c2 = (1 + edge + edge**2) / 3
mean_c4 = (1 + edge + edge**2 + edge**3 + edge**4) / 5
g_cone = draws @ pattern_from_powers(mean_c2, mean_c4)
cone_direct = sum(w / 2 * direct_intensity(
    np.arccos(edge + (1 - edge) * (u + 1) / 2))[0]
    for w, u in zip(node_weights, nodes))
assert np.allclose(cone_direct, g_cone, atol=1e-12)


def figure(T, g, warm_ratio):
    W, slope = thermal(splitting / T, g)
    return slope / np.sqrt(W + warm_ratio * W**2)


def log_slope(T):
    return thermal(splitting / T, g_axis)[1]


def linear_slope(T):
    return log_slope(T) / T


def ideal_figure(T):
    return figure(T, g_axis, 0)


def real_figure(T):
    return figure(T, g_cone, 1)


scan = np.geomspace(0.4, 200, 500)


def best_temperature(function):
    values = np.array([function(T) for T in scan])
    turns = np.count_nonzero(np.diff(np.sign(np.diff(values))))
    assert turns == 1
    found = minimize_scalar(lambda u: -function(np.exp(u)),
                            bounds=(np.log(0.4), np.log(200)),
                            method="bounded", options={"xatol": 1e-9})
    assert -found.fun >= values.max() - 1e-10
    return np.exp(found.x), -found.fun


def useful_range(function, T_best, peak):
    return [brentq(lambda T: function(T) - peak / 2, a, b)
            for a, b in ((0.4, T_best), (T_best, 200))]


T_ideal, S_ideal = best_temperature(ideal_figure)
T_real, S_real = best_temperature(real_figure)
T_log, peak_log = best_temperature(log_slope)
T_linear, peak_linear = best_temperature(linear_slope)
range_ideal = useful_range(ideal_figure, T_ideal, S_ideal)
range_real = useful_range(real_figure, T_real, S_real)

# Simulated counts, inverted to temperature, against the error formula.
rng = np.random.default_rng(7)
trials = 20000
simulated = []
for T, g, finite_warm, S in ((T_ideal, g_axis, False, S_ideal),
                             (T_real, g_cone, True, S_real)):
    grid = np.geomspace(T / 2, T * 2, 4001)
    curve = np.array([populations(splitting / t) @ g for t in grid])
    assert np.all(np.diff(curve) > 0)
    cold = rng.poisson(N0 * (populations(splitting / T) @ g), trials)
    warm = rng.poisson(N0, trials) if finite_warm else N0
    inferred = np.interp(cold / warm, curve, grid)
    simulated.append(np.std(inferred) / T)
    # Sampling error of the standard deviation is about 0.5 percent.
    assert abs(simulated[-1] * S * np.sqrt(N0) - 1) < 0.025

T_half = brentq(lambda T: thermal(splitting / T, g_axis)[0] - 0.5, 1, 50)

print(f"Nuclear moment, rough input: {moment:.1f} nuclear magnetons")
print(f"Hyperfine field, rough input: {field:.0f} T")
print(f"Nuclear magneton / k_B: {magneton_mK:.5f} mK/T")
print(f"Level splitting / k_B: {splitting:.3f} mK")
print(f"Unoriented count N0: {N0} counts")
print("W(0) from pure |m| = 0..5 (dimensionless):",
      " ".join(f"{v:.4f}" for v in direct_axis[5:]))
print("W(90) from pure |m| = 0..5 (dimensionless):",
      " ".join(f"{v:.4f}" for v in direct_side[5:]))
print("Monotonicity coefficients n=1..9 (252 dW/dz numerator):",
      " ".join(str(v) for v in numerator[:9]))
print(f"Hot limit (1-W(0))/x^2 at x={x_hot}: {hot_axis:.4f}")
print(f"Hot limit (W(90)-1)/x^2 at x={x_hot}: {hot_side:.4f}")
print("Table: T [mK], x, W(0), W(90), 1-W(0)/W(90), S, sigma_T/T [%]")
for T in (1, 2, 3, 5, 7, 10, 15, 20, 30, 50, 100):
    x = splitting / T
    W0, W90 = populations(x) @ g_axis, populations(x) @ g_side
    S = ideal_figure(T)
    print(f"{T:4d} {x:8.4f} {W0:8.5f} {W90:8.5f} {1-W0/W90:8.5f} "
          f"{S:8.5f} {100/(S*np.sqrt(N0)):8.3f}")
print(f"Temperature where W(0) = 0.5: {T_half:.3f} mK")
print(f"Ideal detector, best temperature: {T_ideal:.3f} mK")
print(f"Ideal detector, x at best temperature: {splitting/T_ideal:.4f}")
print(f"Ideal detector, W(0) there: {thermal(splitting/T_ideal, g_axis)[0]:.4f}")
print(f"Ideal detector, largest S: {S_ideal:.4f}")
print(f"Ideal detector, least sigma_T/T: {100/(S_ideal*np.sqrt(N0)):.3f} %")
print(f"Ideal detector, simulated sigma_T/T: {100*simulated[0]:.3f} %")
print(f"Ideal useful range: {range_ideal[0]:.2f} to {range_ideal[1]:.2f} mK")
print(f"Largest |dW/dT|: {peak_linear:.4f} per mK at {T_linear:.3f} mK")
print(f"Largest |dW/dlnT|: {peak_log:.4f} at {T_log:.3f} mK")
print(f"Detector cone half-angle: {half_angle:.0f} degrees")
print(f"Cone averages of cos^2, cos^4: {mean_c2:.5f}, {mean_c4:.5f}")
print(f"Cone intensity at zero temperature: {g_cone[-1]:.4f}")
print(f"Cone and finite warm count, best temperature: {T_real:.3f} mK")
print(f"Cone intensity there: {thermal(splitting/T_real, g_cone)[0]:.4f}")
print(f"Cone and finite warm count, largest S: {S_real:.4f}")
print(f"Cone and finite warm count, least sigma_T/T: "
      f"{100/(S_real*np.sqrt(N0)):.3f} %")
print(f"Cone and finite warm count, simulated: {100*simulated[1]:.3f} %")
print(f"Cone and finite warm count, useful range: "
      f"{range_real[0]:.2f} to {range_real[1]:.2f} mK")
print("OK")
```

It prints:

```
Nuclear moment, rough input: 3.8 nuclear magnetons
Hyperfine field, rough input: 22 T
Nuclear magneton / k_B: 0.36583 mK/T
Level splitting / k_B: 6.117 mK
Unoriented count N0: 100000 counts
W(0) from pure |m| = 0..5 (dimensionless): 1.1905 1.2381 1.3333 1.3333 1.0000 0.0000
W(90) from pure |m| = 0..5 (dimensionless): 0.6548 0.7143 0.8750 1.0833 1.2500 1.2500
Monotonicity coefficients n=1..9 (252 dW/dz numerator): 252 672 1092 1416 1680 2016 2520 3024 2772
Hot limit (1-W(0))/x^2 at x=0.01: 1.8567
Hot limit (W(90)-1)/x^2 at x=0.01: 0.9283
Table: T [mK], x, W(0), W(90), 1-W(0)/W(90), S, sigma_T/T [%]
   1   6.1166  0.00221  1.25000  0.99823  0.28760    1.100
   2   3.0583  0.04770  1.24961  0.96183  0.67823    0.466
   3   2.0389  0.13579  1.24667  0.89107  0.78210    0.404
   5   1.2233  0.32233  1.22901  0.73773  0.75159    0.421
   7   0.8738  0.47214  1.20111  0.60692  0.66067    0.479
  10   0.6117  0.62977  1.15686  0.45562  0.52858    0.598
  15   0.4078  0.78072  1.10072  0.29071  0.35873    0.882
  20   0.3058  0.85928  1.06690  0.19460  0.24756    1.277
  30   0.2039  0.93019  1.03410  0.10048  0.13109    2.412
  50   0.1223  0.97324  1.01327  0.03951  0.05226    6.051
 100   0.0612  0.99312  1.00343  0.01028  0.01368   23.117
Temperature where W(0) = 0.5: 7.444 mK
Ideal detector, best temperature: 3.496 mK
Ideal detector, x at best temperature: 1.7497
Ideal detector, W(0) there: 0.1838
Ideal detector, largest S: 0.7901
Ideal detector, least sigma_T/T: 0.400 %
Ideal detector, simulated sigma_T/T: 0.401 %
Ideal useful range: 1.19 to 13.75 mK
Largest |dW/dT|: 0.0971 per mK at 3.340 mK
Largest |dW/dlnT|: 0.4540 at 6.912 mK
Detector cone half-angle: 15 degrees
Cone averages of cos^2, cos^4: 0.96631, 0.93413
Cone intensity at zero temperature: 0.0823
Cone and finite warm count, best temperature: 4.044 mK
Cone intensity there: 0.2930
Cone and finite warm count, largest S: 0.5556
Cone and finite warm count, least sigma_T/T: 0.569 %
Cone and finite warm count, simulated: 0.567 %
Cone and finite warm count, useful range: 1.76 to 13.66 mK
OK
```
